# Activation-Volume Tensor in Solid-Phase Epitaxial Regrowth: Hydrostatic and In-Plane Uniaxial Loading, part 2

On annealing, a crystal grows into an amorphous layer of the same substance that lies on it. We ask how an applied stress changes the growth velocity $v$, whose value without load is $v_0$. The axes $x$ and $y$ lie in the planar interface, and $z$ is the growth normal.

The stress $\sigma_{ij}$ is the nominal stress, positive in tension. Repeated indices are summed, and $\sigma{:}V=\sigma_{ij}V_{ij}$ runs over all nine components. Stresses are in GPa and volumes in nm³. Lengths are measured in the unloaded state. The temperature is $T$, and $h$ is Planck's constant. At 800 K, $k_{\rm B}T=0.011045\ \mathrm{GPa\,nm^3}=0.06894$ eV.

An event with forward rate $k$ has the activation-volume tensor

$$V^*_{ij}=k_{\rm B}T\,\frac{\partial\ln k}{\partial\sigma_{ij}} .\tag{1}$$

It is the change of shape, times the volume, of the region reaching to the loaded surface, on going from the initial state to the dividing surface between the amorphous and crystalline arrangements. With the activation free energy $\Delta G^\ddagger$, the first expression in (4) is $k=\frac{k_{\rm B}T}{h}\,e^{-\Delta G^\ddagger/k_{\rm B}T}$. For a constant tensor,

$$k(\sigma)=k(0)\,e^{\sigma{:}V^*/k_{\rm B}T}.\tag{7}$$

A change of compliance on activation adds a term quadratic in stress to $\ln k$. In a model cell of 0.4 nm³ whose stiffness falls by 10 percent at the saddle, this term is 0.020 under a uniaxial stress of 1 GPa.

With the reverse rate $k_-$, the ratio $r=k_-/k$ and the advance $\lambda$ per event on every site, the net velocity is

$$v=\lambda(k-k_-)=\lambda k\,(1-r).\tag{9}$$

By (8), $r=e^{-\Delta g/k_{\rm B}T}$, where $\Delta g$ is the free energy released per atom, equal to $\Delta g_0$ without load. For a coherent film without intrinsic in-plane stress, to first order,

$$\Delta g=\Delta g_0+\sigma_{zz}\,\Delta V,\qquad \Delta V=\Omega_{\rm c}-\Omega_{\rm a}.\tag{10}$$

Here $\Omega_{\rm c}$ and $\Omega_{\rm a}$ are the atomic volumes of crystal and amorphous film. The density of active sites is taken as independent of stress. The apparent tensor, obtained from measured velocities, is $k_{\rm B}T\,\partial\ln v/\partial\sigma_{ij}$.

### 2.1 Symbols and results carried over

The growth normal is $z$, tension is positive, and $V^*$ is the activation-volume tensor of one event. Part 1 gave three results that are needed here:

$$k(\sigma)=k(0)e^{\sigma{:}V^*/k_{\rm B}T},\qquad v=\lambda k(1-r),\qquad r=e^{-(\Delta g_0+\sigma_{zz}\Delta V)/k_{\rm B}T}.$$

Here $\lambda$ is the advance per event on every site, $r$ is the ratio of reverse to forward rate, $\Delta g_0$ is the driving free energy per atom without load, and $\Delta V=\Omega_{\rm c}-\Omega_{\rm a}$ is the change of atomic volume on crystallization. The tensor is taken as constant. The driving free energy is kept to first order in stress, for a coherent film without intrinsic in-plane stress. The values of $r$ without load and under pressure $p$ are $r_0$ and $r_p$.

### 2.2 What the symmetry of the interface fixes

Let the interface have a fourfold axis along $z$ and no mirror plane that contains this axis. A single event, such as the attachment of an atom at a step running along one direction, need not have this symmetry. The interface then offers four variants of the event, related by quarter turns. Without load they have equal rates. Mirror planes would in general add four mirror-image variants. These leave the mean tensor below and the results for pressure and equal biaxial stress unchanged, but under uniaxial stress at a general in-plane angle they bring in a second splitting of the rates, which (17) does not contain.

A quarter turn takes $x$ to $y$ and $y$ to $-x$. The components of the event tensor change as follows:

$$V'_{xx}=V_{yy},\quad V'_{yy}=V_{xx},\quad V'_{xy}=-V_{xy},\quad V'_{xz}=-V_{yz},\quad V'_{yz}=V_{xz},\quad V'_{zz}=V_{zz}.$$

A half turn leaves the in-plane components and $V_{zz}$ unchanged and reverses $V_{xz}$ and $V_{yz}$. In the mean over the four variants all shear components cancel, and

$$\overline V=\mathrm{diag}(V_\parallel,V_\parallel,V_\perp),\qquad V_\parallel=\tfrac12(V_{xx}+V_{yy}),\qquad V_\perp=V_{zz}.\tag{12}$$

This mean governs the velocity to first order in stress. A finite uniaxial stress in the plane can give the variants different rates, and how they cooperate then begins to matter. The trace is the same for all variants:

$$V_{\rm h}=V_{xx}+V_{yy}+V_{zz}=2V_\parallel+V_\perp .\tag{13}$$

On an interface with only a twofold axis, $V_{xx}$ and $V_{yy}$ of the mean tensor may differ, and even the first-order response then depends on the in-plane direction.

### 2.3 Hydrostatic pressure

With $\sigma_{ij}=-p\,\delta_{ij}$, the exponent for every variant is

$$\sigma{:}V^*=-p\,\delta_{ij}V^*_{ij}=-pV_{\rm h}.$$

All variants keep equal rates, so it does not matter how they cooperate. The normal stress is $\sigma_{zz}=-p$, and the driving free energy becomes $\Delta g_0-p\,\Delta V$. Dividing the loaded velocity by the unloaded one gives

$$\frac{v(p)}{v_0}=e^{-pV_{\rm h}/k_{\rm B}T}\;\frac{1-r_p}{1-r_0}.\tag{14}$$

A negative $V_{\rm h}$ means that the region contracts on its way to the dividing surface, and pressure then speeds the forward event. If the crystal is also denser than the amorphous layer, $\Delta V<0$, the second factor exceeds one as well.

### 2.4 Equal biaxial stress

With $\sigma_{xx}=\sigma_{yy}=\tau$ and no other component, $\sigma{:}V^*=\tau(V_{xx}+V_{yy})=2\tau V_\parallel$ for every variant. The normal stress is zero, so $r=r_0$ to first order in the driving free energy. Hence

$$\frac{v}{v_0}=e^{2\tau V_\parallel/k_{\rm B}T}.\tag{15}$$

Hydrostatic pressure is an equal biaxial stress $-p$ together with a normal stress $-p$. Equation (13) expresses this for the activation volumes. The two loadings differ by the normal stress. It acts on the event rate through $V_\perp$ and on the driving free energy through $\Delta V$, and to first order in-plane loading samples neither.

### 2.5 In-plane uniaxial stress

Let the load act at an angle $\theta$ to $x$, along the unit vector $\mathbf t=(\cos\theta,\sin\theta,0)$. The stress is $\sigma_{ij}=\tau t_it_j$, and

$$\sigma{:}V^*=\tau\left(V_{xx}\cos^2\theta+V_{yy}\sin^2\theta+2V_{xy}\sin\theta\cos\theta\right).$$

Inserting $\cos^2\theta=\tfrac12(1+\cos2\theta)$, $\sin^2\theta=\tfrac12(1-\cos2\theta)$ and $2\sin\theta\cos\theta=\sin2\theta$ gives

$$\sigma{:}V^*=\tau(V_\parallel+D),\qquad D=\tfrac12(V_{xx}-V_{yy})\cos2\theta+V_{xy}\sin2\theta .\tag{16}$$

A quarter turn exchanges $V_{xx}$ with $V_{yy}$ and reverses $V_{xy}$, so it changes $D$ into $-D$. A half turn changes nothing here. Two of the four variants thus have the rate $k_+$ and two have $k_-^{\prime}$, with

$$k_+=k(0)e^{(x+y)},\quad k_-^{\prime}=k(0)e^{(x-y)},\quad x=\frac{\tau V_\parallel}{k_{\rm B}T},\quad y=\frac{\tau D}{k_{\rm B}T}.$$

In these four expressions $x$ and $y$ are dimensionless loads, and they keep this meaning to the end of section 2.6. The prime distinguishes the slower or faster forward variant from a reverse rate. The free energy released by an event is taken to be the same for every variant, so all have the same ratio $r=r_0$. For variants that follow one another this is an additional assumption. The interface left by one variant is then the starting state of the next, and under uniaxial stress the two states may differ in free energy. The series result below neglects such a difference.

**Variants in parallel.** Suppose that any variant can advance the interface, and that each has an equal share of the active sites. The rates are then averaged:

$$v=\lambda(1-r_0)\,\tfrac12(k_++k_-^{\prime})=\lambda k(0)(1-r_0)\,e^{x}\,\tfrac12(e^{y}+e^{-y})=v_0\,e^{x}\cosh y .$$

**Variants in series.** Suppose instead that the variants must follow one another in a fixed cycle of $N$ steps. Let $P_m$ be the probability that step $m$ is the next to occur, and $k_m$ its forward rate. Its reverse starts from the state in which step $m+1$ is next, and has the rate $rk_m$. In the steady state the net current $J$ is the same through every step:

$$J=k_mP_m-rk_mP_{m+1}.$$

Divide by $k_m$ and sum over the cycle. Both $\sum_mP_m$ and $\sum_mP_{m+1}$ equal one, so

$$J\sum_{m}\frac1{k_m}=1-r .$$

One passage round the cycle contains $N$ steps, each with the advance $\lambda$. The velocity is $v=\lambda NJ$, which is $\lambda(1-r)$ times the harmonic mean of the rates. Half of the steps have the rate $k_+$ and half have $k_-^{\prime}$, so this mean is

$$\frac{2}{1/k_++1/k_-^{\prime}}=\frac{2k(0)}{e^{-x-y}+e^{-x+y}}=\frac{k(0)\,e^{x}}{\cosh y}.$$

Both mechanisms are contained in

$$\frac{v(\tau)}{v_0}=e^{\tau V_\parallel/k_{\rm B}T}\left[\cosh\frac{\tau D}{k_{\rm B}T}\right]^{\eta},\qquad
\eta=\begin{cases}+1&\text{parallel}\\-1&\text{series.}\end{cases}\tag{17}$$

### 2.6 Small and large uniaxial stress

For small $y$, $\ln\cosh y=\tfrac12y^2$ to leading order. Hence

$$\ln\frac{v(\tau)}{v_0}=\frac{\tau V_\parallel}{k_{\rm B}T}+\frac{\eta}{2}\left(\frac{\tau D}{k_{\rm B}T}\right)^2+\dots$$

The initial slope is $V_\parallel/k_{\rm B}T$ for both mechanisms and for every in-plane direction. The curvature depends on direction through $D$, and its sign depends on the mechanism. In parallel, the faster variant gains more than the slower one loses. In series, the slower variant takes up most of the time.

For large $|y|$, $\ln\cosh y\approx|y|-\ln2$. Parallel growth then proceeds at half the rate of its faster variant, which holds half of the active sites. Series growth proceeds at twice the rate of its slower variant, which makes up half of the steps. If $|D|>|V_\parallel|$, the velocity is not monotonic in the load. The derivative of $\ln v$ is proportional to $V_\parallel+\eta D\tanh y$. For positive $V_\parallel$ it vanishes at $|\tau|=\tau_{\rm m}$, where

$$\tanh\frac{\tau_{\rm m}|D|}{k_{\rm B}T}=\frac{V_\parallel}{|D|}.\tag{18}$$

In parallel this point is a minimum, and it lies in compression. In series it is a maximum, and it lies in tension.

### 2.7 Worked example

The parameters are round model values and describe no particular material: $T=800$ K, an activation free energy of 2.4 eV without load, $\Delta g_0=0.10$ eV, $\lambda=0.15$ nm, $\Delta V=-0.0004$ nm³, and the event tensor

$$V^*=\begin{pmatrix}0.010&0.001&0.002\\0.001&-0.004&0\\0.002&0&-0.012\end{pmatrix}\ \mathrm{nm^3}.$$

From (12) and (13), $V_\parallel=\tfrac12(0.010-0.004)=0.0030$, $V_\perp=-0.0120$ and $V_{\rm h}=0.0060-0.0120=-0.0060$ nm³. In units of the crystal atomic volume, 0.0200 nm³, $V_\parallel$ is $0.15$ and $V_{\rm h}$ is $-0.30$.

**No load.** With $k_{\rm B}T=0.06894$ eV, the forward rate is $(k_{\rm B}T/h)\,e^{-2.4/0.06894}=1.27\times10^{-2}\ \mathrm{s^{-1}}$. The reverse ratio is $r_0=e^{-0.10/0.06894}=0.234$. The velocity is $v_0=0.15\times1.27\times10^{-2}\times0.766=1.45\times10^{-3}$ nm/s.

**Pressure of 1 GPa.** The barrier factor in (14) is $e^{0.0060/0.011045}=1.72$. The driving free energy rises to 0.1025 eV, so $r_p=0.226$, and the second factor is $0.774/0.766=1.01$. Growth is faster by the factor 1.74, and $v=2.53\times10^{-3}$ nm/s.

**Uniaxial stress of 1 GPa.** The exponential in (17) is $e^{\pm0.0030/0.011045}$, which is 1.312 in tension and 0.762 in compression. At $\theta=0$, $D=\tfrac12(0.010+0.004)=0.0070$ nm³ and the hyperbolic cosine is 1.208. At $45^\circ$, $D=V_{xy}=0.0010$ nm³ and it is 1.004. Multiplying or dividing gives $v/v_0$:

| Variants | $\theta$ | Tension | Compression |
|---|---|---|---|
| parallel | 0° | 1.58 | 0.92 |
| parallel | 45° | 1.32 | 0.77 |
| series | 0° | 1.09 | 0.63 |
| series | 45° | 1.31 | 0.76 |

Pressure speeds growth in this example, whereas in-plane compression of the same size slows it in all four cases. Both loads are compressive. They act oppositely because the event widens the region, on average, in the plane, but narrows it along $z$ by so much that its volume falls. For parallel variants at $\theta=0$ this contrast is limited to moderate loads. Beyond an in-plane compression of about 1.55 GPa, the faster variants make growth quicker than without load.

At $\theta=0$, (18) reads $\tanh(\tau_{\rm m}|D|/k_{\rm B}T)=3/7$. This gives $\tau_{\rm m}=0.458\times0.011045/0.0070=0.72$ GPa. The parallel value 0.92 in compression therefore lies beyond the minimum, and the series value 1.09 in tension lies beyond the maximum. A measurement at this single stress would underestimate the initial slope in both cases.

Equal biaxial tension of 1 GPa gives the factor $e^{0.0060/0.011045}=1.72$. It agrees with the barrier factor under pressure because the chosen parameters satisfy $2V_\parallel=-V_{\rm h}$. No general relation is involved.

### 2.8 Why the mean stress is not enough

A uniaxial stress $\tau$ has the mean normal stress $\tau/3$. If it were replaced by the pressure $p=-\tau/3$, the exponent would be $\tau V_{\rm h}/3k_{\rm B}T$. The activation volume used would be $V_{\rm h}/3$ in place of $V_\parallel$. The error is

$$\frac{V_{\rm h}}3-V_\parallel=\frac{2V_\parallel+V_\perp-3V_\parallel}{3}=\frac{V_\perp-V_\parallel}{3}.\tag{19}$$

It vanishes only for $V_\perp=V_\parallel$. In the example it is $-0.0050$ nm³, larger in magnitude than $V_\parallel$ itself. The replacement predicts the factor $e^{-0.0020/0.011045}=0.83$ for a tension of 1 GPa, while the exponential in (17) is 1.31. Leaving aside the small change in driving force that the replacement would add, the predicted initial slope of the velocity has the wrong sign whenever $V_{\rm h}$ and $V_\parallel$ have opposite signs. This refers to the mean over the variants. A single variant has the slope $V_\parallel\pm D$, whose sign may differ from that of $V_\parallel$.

### 2.9 Finding the components from measured velocities

The hyperbolic cosine is even in $\tau$. It cancels from the ratio of the velocities in tension and compression, and (17) gives for both mechanisms

$$V_\parallel=\frac{k_{\rm B}T}{2\tau}\ln\frac{v(\tau)}{v(-\tau)}.\tag{20}$$

With the parallel values at $\theta=0$, $\ln(1.5845/0.9204)=0.543$, and $V_\parallel=0.011045\times0.543/2=0.0030$ nm³. The series values give the same result.

The pressure experiment gives $-(k_{\rm B}T/p)\ln[v(p)/v_0]=-0.011045\times0.554=-0.0061$ nm³. This still contains the change in the driving force. Removing the second factor of (14) leaves $V_{\rm h}=-0.0060$ nm³. Then $V_\perp=V_{\rm h}-2V_\parallel=-0.0120$ nm³. Neither experiment alone yields $V_\perp$.

The part of $\ln v$ that is even in $\tau$ carries the information on the mechanism, but not cleanly. From (17) it is $\eta\ln\cosh(\tau D/k_{\rm B}T)$, which at 1 GPa has the magnitude 0.189 at $0^\circ$ and 0.004 at $45^\circ$. A change of compliance on activation adds a quadratic term, which was 0.020 at 1 GPa in the cell model of Part 1. In a case like the second, the sign of the even part would not identify the mechanism. If the quadratic term is the same for all variants, it cancels from (20). If it differs between them, (20) still holds in the limit of small $\tau$. At 1 GPa and $\theta=0$, a spread of $\pm0.020$ between the two pairs of variants would shift the recovered $V_\parallel$ by about 4 percent.

### 2.10 Where the description fails

Equations (14) and (17) describe one class of event. If two unrelated classes with net velocities $v_1$ and $v_2$ contribute in parallel, then $v=v_1+v_2$, and differentiation gives

$$k_{\rm B}T\frac{\partial\ln v}{\partial\sigma_{ij}}=\frac{v_1V^{(1)}_{ij}+v_2V^{(2)}_{ij}}{v_1+v_2},$$

where $V^{(1)}$ and $V^{(2)}$ are their apparent tensors. The weights in general change with temperature and stress. If the two tensors differ, the measured tensor then changes as well and is no constant of the interface.

The derivation also assumes a planar interface. If the load roughens it, the local normal varies, and with it the local stress components and the density of active sites. A single pair $V_\parallel$, $V_\perp$ may then no longer suffice to describe the growth.

Finally, both layers are treated as elastic. At annealing temperatures a real amorphous layer can relax shear stress by viscous flow, and a real crystal can yield under uniaxial loads of the order of 1 GPa. The stress at the interface then no longer follows from the nominal load by elasticity alone, and features such as the extrema at 0.72 GPa or the crossover at 1.55 GPa in the example may lie outside the range that a specimen can sustain.

Numbers in the example were calculated in double precision.
